# Oxygen chemical potential at the boundary between coverages 1/4 and 1/2: a program that tests the result

```python
"""Phase boundary between two oxygen adsorbate phases on a surface.

Result under test: phases with coverages c1 < c2 (O atoms per site) and average
adsorption energies e1, e2 (eV per O atom, zero = half an O2 molecule at 0 K)
coexist at the oxygen chemical potential
    mu = (c2*e2 - c1*e1) / (c2 - c1).
The independent road is a square lattice gas with nearest-neighbour repulsion
v1 and diagonal interaction v2 (eV), solved by enumeration and transfer matrix.
The gas relation mu(T, p) is tested against explicit sums over energy levels.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

EV = sc.e
KB = sc.k / EV                       # eV/K
C1, C2, E1, E2 = 0.25, 0.50, -2.0, -1.6


def boundary(c1, e1, c2, e2):
    return (c2 * e2 - c1 * e1) / (c2 - c1)


mu_star = boundary(C1, E1, C2, E2)

# ---------- enumeration of all 4x4 periodic configurations ----------
codes = np.arange(2**16)
occ = ((codes[:, None] >> np.arange(16)) & 1).reshape(-1, 4, 4)
n_atoms = occ.sum(axis=(1, 2))


def pair_count(shift):
    return (occ * np.roll(occ, shift, axis=(1, 2))).sum(axis=(1, 2))


pairs_nn = pair_count((1, 0)) + pair_count((0, 1))
pairs_diag = pair_count((1, 1)) + pair_count((1, -1))


def energies(v1, v2):
    return E1 * n_atoms + v1 * pairs_nn + v2 * pairs_diag


def lowest_by_number(v1, v2):
    e = energies(v1, v2)
    return np.array([e[n_atoms == n].min() for n in range(17)])


def best_number(lowest, mu):
    return int(np.argmin(lowest - mu * np.arange(17)))


def jump_position(lowest, lo, hi):
    """Bisection for the mu at which the best atom number passes 6 of 16."""
    assert best_number(lowest, lo) == 4 and best_number(lowest, hi) == 8
    for _ in range(45):
        mid = 0.5 * (lo + hi)
        if best_number(lowest, mid) >= 6:
            hi = mid
        else:
            lo = mid
    return 0.5 * (lo + hi)


V1, V2 = 0.6, 0.2
low = lowest_by_number(V1, V2)
assert abs(low[4] / 4 - E1) < 1e-10 and abs(low[8] / 8 - E2) < 1e-10
mu_enum = jump_position(low, -1.5, -0.9)
assert abs(mu_enum - mu_star) < 1e-8
# intermediate atom numbers lie on the tie line, none below it
tie = low[4] + mu_star * (np.arange(4, 9) - 4)
assert np.allclose(low[4:9], tie, atol=1e-10)
# clean surface gives way to the quarter phase at e1
assert best_number(low, E1 - 0.01) == 0 and best_number(low, E1 + 0.01) == 4
# weaker binding of the half phase by 0.1 eV per atom
low_err = lowest_by_number(V1, 0.25)
e2_err = low_err[8] / 8
mu_err = jump_position(low_err, -1.5, -0.8)
assert abs((mu_err - mu_enum) - 2 * (e2_err - E2)) < 1e-8
# attraction: the quarter phase is skipped
low_att = lowest_by_number(V1, -0.1)
seen = {best_number(low_att, m) for m in np.linspace(-2.5, -1.0, 1501)}
assert 4 not in seen and 0 in seen and 8 in seen

# ---------- an intermediate phase at coverage 1/3 ----------
C3 = 1 / 3
e3_limit = (C1 * E1 + mu_star * (C3 - C1)) / C3


def third_phase_wins(e3):
    mu = np.linspace(-2.5, -0.5, 20001)
    omega = np.array([0 * mu, C1 * (E1 - mu), C3 * (e3 - mu), C2 * (E2 - mu)])
    return bool(np.any(np.argmin(omega, axis=0) == 2))


assert third_phase_wins(e3_limit - 0.01)
assert not third_phase_wins(e3_limit + 0.01)


# ---------- infinite strip by transfer matrix ----------
def strip_matrix(width, mu, kt):
    rows = (np.arange(2**width)[:, None] >> np.arange(width)) & 1
    count = rows.sum(axis=1)
    inside = (E1 - mu) * count + V1 * (rows * np.roll(rows, 1, axis=1)).sum(axis=1)
    side = np.roll(rows, 1, axis=1) + np.roll(rows, -1, axis=1)
    between = V1 * rows @ rows.T + V2 * rows @ side.T
    expo = -(0.5 * (inside[:, None] + inside[None, :]) + between) / kt
    return expo, count


def strip_coverage(width, mu, kt):
    expo, count = strip_matrix(width, mu, kt)
    _, vec = np.linalg.eigh(np.exp(expo - expo.max()))
    return float((vec[:, -1]**2 * count).sum() / width)


T_USE = 800.0
kt_use = KB * T_USE
expo4, _ = strip_matrix(4, mu_star, kt_use)
z_strip = np.trace(np.linalg.matrix_power(np.exp(expo4), 4))
z_enum = np.exp(-(energies(V1, V2) - mu_star * n_atoms) / kt_use).sum()
assert abs(z_strip / z_enum - 1) < 1e-9
# cold strip: the step sits between mu_star - 0.1 and mu_star + 0.1
assert abs(strip_coverage(6, mu_star - 0.1, 0.01) - C1) < 2e-3
assert abs(strip_coverage(6, mu_star + 0.1, 0.01) - C2) < 2e-3
offsets = (-0.2, 0.0, 0.2)
cov8 = [strip_coverage(8, mu_star + d, kt_use) for d in offsets]
cov6 = [strip_coverage(6, mu_star + d, kt_use) for d in offsets]
width_change = max(abs(a - b) for a, b in zip(cov8, cov6))
assert width_change < 0.02           # finite width of the strip

# ---------- oxygen gas ----------
MASS_O = 16.0 * sc.atomic_mass       # round inputs for the O2 molecule
BOND = 1.21e-10
WAVENUMBER = 1580.0                  # 1/cm
B_ROT = sc.hbar**2 / (MASS_O * BOND**2)             # J, inertia = m r^2 / 2
QUANTUM = sc.h * sc.c * WAVENUMBER * 100 / EV       # eV


def gas_mu(temp, pressure):
    """Chemical potential per O atom in eV; zero = half O2 at 0 K."""
    kt = sc.k * temp
    lam = sc.h / np.sqrt(2 * np.pi * 2 * MASS_O * kt)
    q = 3 * kt / (pressure * lam**3) * kt / (2 * B_ROT)
    q /= -np.expm1(-QUANTUM / (KB * temp))
    return -0.5 * KB * temp * np.log(q)


def gas_mu_by_levels(temp, pressure):
    kt = sc.k * temp
    box = 1e-7
    n = np.arange(1, 200001, dtype=float)
    q_line = np.exp(-(sc.h * n / box)**2 / (16 * MASS_O * kt)).sum()
    j = np.arange(1, 400, 2)
    q_rot = ((2 * j + 1) * np.exp(-B_ROT * j * (j + 1) / kt)).sum()
    q_vib = np.exp(-np.arange(200) * QUANTUM / (KB * temp)).sum()
    q = 3 * (q_line / box)**3 * kt / pressure * q_rot * q_vib
    return -0.5 * KB * temp * np.log(q)


for temp in (500.0, 800.0, 1100.0):
    assert abs(gas_mu(temp, 1e5) - gas_mu_by_levels(temp, 1e5)) < 2e-4


def pressure_at(mu, temp):
    """Pressure in Torr at which the gas has chemical potential mu."""
    p0 = sc.torr
    return np.exp(2 * (mu - gas_mu(temp, p0)) / (KB * temp))


p_star = pressure_at(mu_star, T_USE)
p_root = np.exp(brentq(lambda x: gas_mu_by_levels(T_USE, np.exp(x)) - mu_star,
                       -60, 30)) / sc.torr
assert abs(p_star / p_root - 1) < 0.01   # classical rotation, finite box

P_LOW = 1e-6                         # Torr
t_star = brentq(lambda t: gas_mu(t, P_LOW * sc.torr) - mu_star, 200, 2000)


# ---------- neglected vibrations of the adsorbed atoms ----------
def thermal_vib(quantum, temp):
    """Thermal free energy of three equal modes, zero-point part excluded."""
    return 3 * KB * temp * np.log(-np.expm1(-quantum / (KB * temp)))


level_sum = np.exp(-np.arange(2000) * 0.05 / kt_use).sum()
assert abs(thermal_vib(0.05, T_USE) + 3 * kt_use * np.log(level_sum)) < 1e-10
f50, f40 = thermal_vib(0.05, T_USE), thermal_vib(0.04, T_USE)
mu_vib = boundary(C1, E1 + f50, C2, E2 + f50)
mu_soft = boundary(C1, E1 + f50, C2, E2 + f40)
t_vib = brentq(lambda t: gas_mu(t, P_LOW * sc.torr) - mu_star
               - thermal_vib(0.05, t), 200, 2000)
zero_point = 1.5 * 0.05 - 0.25 * QUANTUM

H_OXIDE = -1.0                       # chosen formation energy, eV per O atom
assert H_OXIDE > mu_star
hartree = sc.value("Hartree energy in eV")

print(f"coverages of the two phases: {C1:.2f}, {C2:.2f} per site")
print(f"average adsorption energies: {E1:.2f}, {E2:.2f} eV per O")
print(f"adsorption energy per site: {C1*E1:.3f}, {C2*E2:.3f} eV")
print(f"boundary quarter/half, formula: {mu_star:.4f} eV")
print(f"same in atomic units: {mu_star/hartree:.5f} hartree")
print(f"boundary quarter/half, enumeration: {mu_enum:.4f} eV")
print(f"crossing clean/quarter: {boundary(0, 0, C1, E1):.3f} eV")
print(f"crossing clean/half: {boundary(0, 0, C2, E2):.3f} eV")
print(f"grand potential at boundary, quarter: {C1*(E1-mu_star):.3f} eV per site")
print(f"grand potential at boundary, half: {C2*(E2-mu_star):.3f} eV per site")
print(f"lattice model v1, v2: {V1:.2f}, {V2:.2f} eV")
print(f"half-phase energy raised to: {e2_err:.2f} eV per O")
print(f"boundary then (enumeration): {mu_err:.3f} eV")
print(f"tie-line average energy at coverage 1/3: {e3_limit:.3f} eV per O")
print(f"O2 inputs: mass of O {MASS_O/sc.atomic_mass:.1f} u, "
      f"bond {BOND*1e9:.3f} nm, vibration {WAVENUMBER:.0f} 1/cm")
print(f"temperature of use: {T_USE:.0f} K, kT = {kt_use:.4f} eV")
print(f"gas chemical potential at 1 Torr, 800 K: {gas_mu(T_USE, sc.torr):.3f} eV")
print(f"boundary pressure quarter/half at 800 K: {p_star:.2e} Torr")
print(f"boundary pressure clean/quarter at 800 K: {pressure_at(E1, T_USE):.2e} Torr")
print(f"low pressure chosen: {P_LOW:.0e} Torr")
print(f"boundary temperature at low pressure: {t_star:.0f} K")
print(f"chosen oxide formation energy: {H_OXIDE:.2f} eV per O")
print(f"oxide onset pressure at 800 K: {pressure_at(H_OXIDE, T_USE):.2e} Torr")
print(f"thermal vibration, 50 meV modes, 800 K: {f50:.3f} eV per O")
print(f"thermal vibration, 40 meV modes, 800 K: {f40:.3f} eV per O")
print(f"boundary with 50 meV modes in both phases: {mu_vib:.3f} eV")
print(f"its pressure at 800 K: {pressure_at(mu_vib, T_USE):.2e} Torr")
print(f"boundary with half phase softened to 40 meV: {mu_soft:.3f} eV")
print(f"its pressure at 800 K: {pressure_at(mu_soft, T_USE):.2e} Torr")
print(f"boundary temperature at low pressure, 50 meV modes: {t_vib:.0f} K")
print(f"shift if zero-point energies were left out: {zero_point:.3f} eV")
for d, c in zip(offsets, cov8):
    print(f"strip coverage at 800 K, mu = {mu_star+d:.1f} eV: {c:.3f}")
print(f"largest change from strip width 6 to 8: {width_change:.4f}")
print("all good")
```

Running it gives:

```
coverages of the two phases: 0.25, 0.50 per site
average adsorption energies: -2.00, -1.60 eV per O
adsorption energy per site: -0.500, -0.800 eV
boundary quarter/half, formula: -1.2000 eV
same in atomic units: -0.04410 hartree
boundary quarter/half, enumeration: -1.2000 eV
crossing clean/quarter: -2.000 eV
crossing clean/half: -1.600 eV
grand potential at boundary, quarter: -0.200 eV per site
grand potential at boundary, half: -0.200 eV per site
lattice model v1, v2: 0.60, 0.20 eV
half-phase energy raised to: -1.50 eV per O
boundary then (enumeration): -1.000 eV
tie-line average energy at coverage 1/3: -1.800 eV per O
O2 inputs: mass of O 16.0 u, bond 0.121 nm, vibration 1580 1/cm
temperature of use: 800 K, kT = 0.0689 eV
gas chemical potential at 1 Torr, 800 K: -1.079 eV
boundary pressure quarter/half at 800 K: 2.98e-02 Torr
boundary pressure clean/quarter at 800 K: 2.48e-12 Torr
low pressure chosen: 1e-06 Torr
boundary temperature at low pressure: 629 K
chosen oxide formation energy: -1.00 eV per O
oxide onset pressure at 800 K: 9.87e+00 Torr
thermal vibration, 50 meV modes, 800 K: -0.137 eV per O
thermal vibration, 40 meV modes, 800 K: -0.170 eV per O
boundary with 50 meV modes in both phases: -1.337 eV
its pressure at 800 K: 5.62e-04 Torr
boundary with half phase softened to 40 meV: -1.402 eV
its pressure at 800 K: 8.39e-05 Torr
boundary temperature at low pressure, 50 meV modes: 676 K
shift if zero-point energies were left out: 0.026 eV
strip coverage at 800 K, mu = -1.4 eV: 0.277
strip coverage at 800 K, mu = -1.2 eV: 0.352
strip coverage at 800 K, mu = -1.0 eV: 0.477
largest change from strip width 6 to 8: 0.0034
all good
```
